# Density matrix response to any order from a differentiated purification recursion

## The form fixed by symmetry

Let $H(\lambda)=H_0+\lambda H_1+\lambda^2H_2+\dots$ be a Hermitian matrix for real $\lambda$, in an orthonormal basis of finite dimension. Let $D(\lambda)$ be the projector on its $N$ lowest eigenvectors. At fixed $N$, this projector does not change when $H$ is replaced by $c_1H+c_0$ with $c_1>0$. It is therefore dimensionless and independent of the zero of energy. Write

$$D(\lambda)=\sum_m\lambda^mD^{(m)} .$$

These are Taylor coefficients, with the $1/m!$ included. The first, $D^{(1)}$, is linear in $H_1$, so it must carry one inverse power of energies taken from $H_0$, and these can enter through differences alone.

Unitary covariance says more. Take the eigenbasis of $H_0$, with distinct levels $\varepsilon_i$ for the moment. Changing the phases of the basis vectors leaves $H_0$ alone and multiplies $(H_1)_{ij}$ by $e^{i(\theta_i-\theta_j)}$. The element $D^{(1)}_{ij}$ must acquire the same factor. For $i\ne j$ a linear expression can do this for arbitrary phases only if it is proportional to $(H_1)_{ij}$ and contains no other element. The diagonal of $D^{(1)}$ can depend on the diagonal of $H_1$, but a small diagonal perturbation shifts levels without changing occupied vectors, so that contribution vanishes. Hence

$$D^{(1)}_{ij}=g_{ij}(H_1)_{ij},\qquad g_{ij}\sim\text{energy}^{-1}.$$

The commutator $[H,D]=0$ at first order fixes the coefficient. With occupations $f_i=1$ or $0$,

$$(\varepsilon_i-\varepsilon_j)D^{(1)}_{ij}+(f_j-f_i)(H_1)_{ij}=0,
\qquad g_{ij}=\frac{f_i-f_j}{\varepsilon_i-\varepsilon_j}.$$

The task is to obtain this response, and its higher-order counterparts, without forming the denominators or solving the linear equations that contain them.

## The recursion and its conditions

Assume a gap $\Delta>0$ between levels $N$ and $N+1$ of $H_0$. Choose fixed numbers $a<b$ whose interval contains the spectrum of $H_0$, and set

$$X_0(\lambda)=\frac{b-H(\lambda)}{b-a}.$$

At $\lambda=0$ its eigenvalues lie in $[0,1]$, with low energies mapped to high values. Each step applies one of two polynomials,

$$S(x)=x^2,\qquad R(x)=2x-x^2=1-(1-x)^2 .$$

Both increase on $[0,1]$, so the order of the levels is kept. There $S(x)\le x\le R(x)$: $S$ lowers the trace and $R$ raises it, unless all eigenvalues are already 0 or 1. The choice is made from $X_n^{(0)}$ alone: $S$ if its trace exceeds $N$, otherwise $R$. This continues until

$$\operatorname{Tr}\!\left(X^{(0)}-X^{(0)2}\right)<0.09,\qquad |\operatorname{Tr}X^{(0)}-N|<\tfrac12 .$$

The next polynomial is still chosen by the trace; from then on $S$ and $R$ alternate strictly. That the two conditions are eventually met is a hypothesis, verified during a calculation.

The conditions identify the right subspace. Let $d_i$ be the distance of eigenvalue $x_i$ from the nearer of 0 and 1. Every term $d_i(1-d_i)$ in the first trace is nonnegative, so each is below $0.09$, giving $d_i<0.1$. Therefore $\sum_id_i<0.09/0.9=0.1$. If $k$ eigenvalues are near 1, then $|k-N|<0.1+0.5$, hence $k=N$. Since order is preserved, these are the $N$ lowest states. If the gap vanished, levels $N$ and $N+1$ would have equal $x$ at every step, and in exact arithmetic the conditions could never be met. In floating-point arithmetic rounding can split the two levels, and repeated steps can amplify the splitting until the conditions are met. The subspace is then an accident of rounding, so meeting the conditions does not by itself prove that there is a gap.

Now hold the sequence of choices fixed and insert $X_n(\lambda)=\sum_m\lambda^mX_n^{(m)}$. The coefficient of $\lambda^m$ in the square is

$$S_n^{(m)}=\sum_{k=0}^{m}X_n^{(k)}X_n^{(m-k)},$$

and the differentiated recursion is

$$X_{n+1}^{(m)}=\begin{cases}S_n^{(m)}&\text{for }S,\\[2pt]2X_n^{(m)}-S_n^{(m)}&\text{for }R,\end{cases}
\qquad X_0^{(m)}=-\frac{H_m}{b-a}\quad(m\ge1).$$

Order $m$ needs orders $0,\dots,m$ and no higher ones. The claim is $X_n^{(m)}\to D^{(m)}$ for every fixed $m$. It is proved twice below.

## First derivation: uniform convergence in the complex plane

Let $P_n(z)$ be the composed scalar polynomial, including the initial linear map, so that $X_n(\lambda)=P_n(H(\lambda))$. For a chosen order $m$, terms of $H$ beyond $\lambda^m$ cannot contribute and may be dropped. $H(\lambda)$ is then a polynomial, defined also for complex $\lambda$.

Consider two alternating steps acting on a complex number at distance $|d|\le1$ from a fixed point. For $S$ followed by $R$, near 0,

$$|R(S(d))|=|2d^2-d^4|\le3|d|^2 .$$

Near 1, $S(1+d)=1+2d+d^2$, and therefore

$$|R(S(1+d))-1|=|2d+d^2|^2\le9|d|^2 .$$

The substitution $x\to1-x$ exchanges $S$ and $R$, so the bound $9|d|^2$ also holds in the opposite order. The deviation after a single step is at most $3|d|$.

When alternation starts, at step $n_0$, every level of $H_0$ has been mapped to within $0.1$ of 0 or 1. By continuity, each distinct level is the centre of a small closed disc on which $P_{n_0}$ lies within $\rho=0.11$ of the same limit. Choose the discs disjoint. After $q$ pairs the deviation $d_q$ obeys

$$9|d_q|\le(9\rho)^{2^q}=0.99^{2^q}\to0 .$$

Thus $P_n$ converges uniformly to 1 on the discs of occupied levels and to 0 on the others.

Let $C$ consist of the boundaries of these discs, traversed anticlockwise. For $|\lambda|\le r$ with $r$ small enough, the eigenvalues of $H(\lambda)$ stay inside the discs and the resolvent is bounded on $C$. Then

$$X_n(\lambda)=\frac1{2\pi i}\oint_CP_n(z)\,[z-H(\lambda)]^{-1}dz .$$

In the limit the integrals around occupied levels remain with weight 1, and they form $D(\lambda)$. If $\delta_n$ is the largest value of $\|X_n(\lambda)-D(\lambda)\|$ for $|\lambda|\le r$, then $\delta_n\to0$. Cauchy's coefficient formula gives

$$X_n^{(m)}-D^{(m)}=\frac1{2\pi i}\oint_{|\lambda|=r}\frac{X_n(\lambda)-D(\lambda)}{\lambda^{m+1}}\,d\lambda,
\qquad \|X_n^{(m)}-D^{(m)}\|\le\frac{\delta_n}{r^m}.$$

This proves convergence at each order. A degenerate level occupies one disc and causes no difficulty. The factor $r^{-m}$ allows higher orders to start with larger errors, although the final decay is governed by the same $\delta_n$.

## Second derivation: induction on matrix blocks

The same result follows from algebra in an eigenbasis of $H_0$. This basis is used in the proof and is not needed by the recursion. Let $i,j$ label any states and $x_i$ the eigenvalues of $X_n^{(0)}$. Separate the terms containing order zero from

$$s_n^{(m)}=\sum_{k=1}^{m-1}X_n^{(k)}X_n^{(m-k)},\qquad s_n^{(1)}=0 .$$

The two steps become

$$\begin{aligned}
S:&\quad X_{ij}^{(m)}\leftarrow(x_i+x_j)X_{ij}^{(m)}+s_{ij}^{(m)},\\
R:&\quad X_{ij}^{(m)}\leftarrow(2-x_i-x_j)X_{ij}^{(m)}-s_{ij}^{(m)} .
\end{aligned}$$

At order zero the pair bound gives $x_i\to f_i$. Suppose all orders below $m$ converge to $D^{(k)}$. Then $s_n^{(m)}$ converges to $s=\sum_{k=1}^{m-1}D^{(k)}D^{(m-k)}$.

**Both states occupied.** The factor in $S$ tends to 2 and the factor in $R$ tends to 0. A pair $S$, $R$ has the form $X\leftarrow\eta_nX+\sigma_n$, where $\eta_n\to0$ and $\sigma_n\to-s_{ij}$. Old errors are suppressed, and $X_{ij}\to-s_{ij}$. The intermediate value after $S$ has the same limit, because $2(-s_{ij})+s_{ij}=-s_{ij}$.

**Both states empty.** The factors tend to 0 in $S$ and 2 in $R$. After $S$ the element tends to $s_{ij}$, and after $R$ to $2s_{ij}-s_{ij}=s_{ij}$.

These are the required values. Idempotency at order $m$ reads

$$D^{(m)}=D^{(0)}D^{(m)}+D^{(m)}D^{(0)}+s .$$

In the occupied block it gives $D^{(m)}=2D^{(m)}+s$, hence $-s$; in the empty block it gives $s$.

**One occupied state $i$, one empty state $v$.** Since $X_n(\lambda)$ is a polynomial in $H(\lambda)$, the two commute at every step. At order $m$,

$$(\varepsilon_i-\varepsilon_v)X_{n,iv}^{(m)}=-\sum_{k=1}^{m}\left[H_k,X_n^{(m-k)}\right]_{iv}.$$

The right side contains lower orders, which converge by hypothesis. The left factor is nonzero because of the gap. The limit therefore exists and obeys the same equation as $D_{iv}^{(m)}$, so the two are equal. The block with $i$ and $v$ exchanged follows by Hermiticity, which completes the induction.

This relation is the Sylvester equation that a direct method would solve. Here its solution emerges from multiplications, as first order shows explicitly. Put $X_{n,ij}^{(1)}=\Gamma_{n,ij}(H_1)_{ij}$, with $\Gamma_{0,ij}=-1/(b-a)$. Each step multiplies $\Gamma_{ij}$ by $x_i+x_j$ or $2-x_i-x_j$. Because

$$\begin{aligned}
(x_i-x_j)(x_i+x_j)&=S(x_i)-S(x_j),\\
(x_i-x_j)(2-x_i-x_j)&=R(x_i)-R(x_j),
\end{aligned}$$

the product telescopes for unequal levels to

$$\Gamma_{n,ij}=\frac{P_n(\varepsilon_i)-P_n(\varepsilon_j)}{\varepsilon_i-\varepsilon_j}
\longrightarrow\frac{f_i-f_j}{\varepsilon_i-\varepsilon_j}.$$

This is the coefficient found from symmetry and the commutator.

The factors also show why alternation is imposed. Once the eigenvalues have converged, repeated use of $S$ would double an error in the occupied block at each step, and repeated $R$ would do the same in the empty block.

## What each derivation assumes

Both arguments assume the gap, the frozen sequence and the alternating tail. Strict alternation is a sufficient choice, not a necessary one. The contour argument uses complex analyticity of the truncated $H(\lambda)$. It treats all blocks together and bounds the error at each order. The block argument works coefficient by coefficient: it needs the Taylor coefficients of $H$ and $D$ up to the order considered, but no disc of convergence in $\lambda$. It shows where the gap enters and which factors suppress or amplify errors.

Convergence in $n$ at fixed $m$ differs from convergence of the series in $\lambda$. For $H=H_0+\lambda H_1$, take the vertical line through the middle of the gap in the complex energy plane. On it $\|(z-H_0)^{-1}\|\le2/\Delta$. The Neumann series for the perturbed resolvent converges there if

$$|\lambda|<\lambda_{\rm safe}=\frac{\Delta}{2\|H_1\|},$$

with the spectral norm of $H_1$. No eigenvalue then crosses the line, and $D(\lambda)$ is analytic. This is a guaranteed radius; the actual one may be larger.

A small gap also costs steps. The difference $x_N-x_{N+1}$ starts at $\Delta/(b-a)$, grows by at most a factor 2 per step, and must exceed $0.8$ before alternation begins. At least $\log_2[0.8(b-a)/\Delta]$ steps are therefore needed. In a metal the gap closes as the sample grows, so this lower bound increases without limit. If levels $N$ and $N+1$ coincide, the method in this form fails.

If $H_m$ depends on $D^{(m)}$, as in self-consistent field response, the recursion gives the response to a trial $H_m$. The two must then be made consistent, for example by an outer iteration.

## Energy coefficients

Let $H=H_0+\lambda H_1$ and $E(\lambda)=\operatorname{Tr}(DH)$. Differentiating $D^2=D$ gives $D'=D'D+DD'$, so $D'$ has no occupied–occupied or empty–empty block. Since $H$ has only those blocks, $\operatorname{Tr}(D'H)=0$. Thus $E'=\operatorname{Tr}(DH_1)$, and comparison of powers gives

$$E^{(m)}=\frac1m\operatorname{Tr}\!\left(D^{(m-1)}H_1\right),\qquad m\ge1 .$$

The third coefficient can be found from first-order response. Let $Q=1-D^{(0)}$, $U=QD^{(1)}D^{(0)}$ and $K=[D^{(1)},D^{(0)}]=U-U^\dagger$. Then $D^{(1)}=U+U^\dagger=[K,D^{(0)}]$. The projector $T=e^{\lambda K}D^{(0)}e^{-\lambda K}$ agrees with $D$ through first order, so $T=e^{\lambda^2W}De^{-\lambda^2W}$ with $W$ anti-Hermitian and bounded for small $\lambda$. Its energy is

$$\operatorname{Tr}(HT)=E+\lambda^2\operatorname{Tr}(W[D,H])+O(\lambda^4)=E+O(\lambda^4).$$

The $\lambda^3$ term of $\operatorname{Tr}(HT)$ is therefore $E^{(3)}$. Its $H_0$ part contains a triple commutator that is purely off-diagonal between the occupied and empty spaces, and vanishes in the trace. What remains is $\frac12\operatorname{Tr}(H_1[K,D^{(1)}])$. With $U^2=0$,

$$KD^{(1)}=UU^\dagger-U^\dagger U=-D^{(1)}K,$$

and hence

$$E^{(3)}=\operatorname{Tr}\!\left([D^{(1)},D^{(0)}]D^{(1)}H_1\right).$$

## A 12-site chain

Take four spinless fermions on an open chain of four three-site cells. The hopping elements are $-2$ eV inside a cell and $-1$ eV between cells; every third site has energy 1 eV and the others 0. The perturbation $H_1$ is diagonal with entries $-5.5,-4.5,\dots,5.5$, so $\lambda$ is the potential-energy step per site.

Row sums bound the spectrum by $a=-4$ eV and $b=4$ eV. Diagonalization gives $\Delta=2.035$ eV, so

$$\lambda_{\rm safe}=\frac{2.035}{2(5.5)}\ \text{eV}=0.185\ \text{eV}.$$

The initial trace is $(12\times4-4\times1)/8=5.5>4$, so the first polynomial is $S$. The sequence is SRSRSSRRSSRSRSRSR, with strict alternation from step 10. Iteration stopped when, at every order, $\|X^{(m)}-S^{(m)}\|$ fell below $10^{-12}$ of $\sum_k\|X^{(k)}\|\|X^{(m-k)}\|$. The numerator is the size of the change the next step would make.

Reference coefficients were computed by diagonalizing $H_0+\lambda H_1$ at 64 complex points on the circle $|\lambda|=\lambda_{\rm safe}/2$ and taking a discrete Fourier sum. Frobenius errors relative to the norm of each reference coefficient are:

| $n$ | $m=0$ | $m=1$ | $m=2$ | $m=4$ |
|---:|---:|---:|---:|---:|
| 10 | 7.3e-3 | 2.2e-1 | 2.3 | 21 |
| 13 | 2.7e-7 | 6.2e-6 | 2.0e-4 | 1.4e-2 |
| 14 | 1.8e-7 | 7.9e-6 | 3.0e-4 | 2.7e-2 |
| 15 | 2.7e-13 | 7.5e-12 | 3.9e-10 | 5.9e-8 |
| 17 | 3.1e-16 | 4.4e-15 | 4.0e-14 | 1.2e-12 |

In the last row all entries are dominated by rounding. At $m=0$ the pair bound used below would leave a relative error under $10^{-24}$ in exact arithmetic. For $m\ge1$ the entries mainly show rounding in the reference, not the remaining error of the recursion. The Fourier sum divides by $|\lambda|^m$, which magnifies rounding at higher orders.

The zeroth-order drop from $n=13$ to 15 can be estimated. Since $\|D^{(0)}\|=\sqrt4=2$, the absolute error at $n=13$ is $5.4\times10^{-7}$. The zeroth-order eigenvalues stay in $[0,1]$, where the pair $S$, $R$ turns a deviation $d$ into at most $4d^2$. The new relative error is thus at most $4(5.4\times10^{-7})^2/2=5.8\times10^{-13}$; the table shows $2.7\times10^{-13}$.

Convergence is not monotonic: at $n=14$, after an $S$ step, the errors of the listed response orders have risen. The factor near 2 in the occupied block permits this. For $m\ge2$ errors in the source $s$ can contribute too, and the table does not separate the two; for $m=1$ the source is zero.

Hermiticity reduces the work, because $AB+BA=AB+(AB)^\dagger$. Order $m$ then needs $\lfloor m/2\rfloor+1$ products. Orders 0 to 4 take $1+1+2+2+3=9$ per step, or $17\times9=153$ for the 17 updates. The final stopping test needs the squares once more, which adds 9.

The diagonal of $D^{(1)}$ is $0.214$ eV$^{-1}$ on the first site and $-0.145$ eV$^{-1}$ on the last. At $\lambda=0.01$ eV the linear changes in population are therefore $+0.0021$ and $-0.0015$: particles move towards the lower potential. The chain has no mirror symmetry, so these changes need not be equal and opposite, and odd energy coefficients may be nonzero.

The coefficients are $E^{(0)}=-10.79965$ eV, $E^{(1)}=-0.6924363$, $E^{(2)}=-1.039305$ eV$^{-1}$, $E^{(3)}=0.05926$ eV$^{-2}$, $E^{(4)}=-0.6627$ eV$^{-3}$ and $E^{(5)}=0.2010$ eV$^{-4}$. At $\lambda=0.02$ eV the contributions of orders 1 to 4 are

$$(-0.013848726-0.000415722+0.000000474-0.000000106)\ \text{eV}=-0.014264080\ \text{eV},$$

and the fifth adds $6\times10^{-10}$ eV. The total is $-10.81391$ eV. Diagonalization at this $\lambda$ differs from the unrounded fifth-order series by $1.8\times10^{-10}$ eV.

For the density matrix at $\lambda=0.01$ eV, truncation after order 3 leaves a Frobenius error of $4.41\times10^{-8}$. The first omitted term, with $\|D^{(4)}\|=4.444$ eV$^{-4}$, predicts $4.444\times10^{-8}$. Halving $\lambda$ reduces the error to $2.77\times10^{-9}$, a factor of about 16, as a leading $\lambda^4$ error requires.
